Why equipartition works for summed phonon absorption and emission

**The situation**

An electron moves along a thin silicon channel at 300 K and is scattered by acoustic phonons. A representative phonon, whose energy is worked out below, has ħω = 7.77 meV, while the thermal energy is k_BT = 25.85 meV. The equipartition approximation replaces the mean phonon number N by its classical value k_BT/ħω = 3.33. The true value is N = 2.85, which is 14 % lower. Emission is weighted by N+1 = 3.85, which is 16 % higher than 3.33. Yet the sum of the two weights, 6.705, differs from the classical 6.655 by only 0.75 %.

Two errors of about 15 % have nearly cancelled. The questions are why they cancel, what sets the small remainder, and whether it survives in an actual scattering rate. The contributions are taken one at a time. The expansion parameter throughout is

x = ħω/k_BT.

**The two weights**

For one phonon mode of effective mass M, the displacement operator is

u = √(ħ/2Mω) (a + a†).

The electron couples linearly to it. From a state with n phonons, a removes one with squared matrix element n, and a† adds one with squared matrix element n+1. In thermal equilibrium their averages are N and N+1. With g(E) the density of final states, the golden rule gives the rate

R = C [N g(E+ħω) + (N+1) g(E−ħω)].

The first term is absorption and the second emission; C contains the coupling, taken equal for both. If the density of states is also the same at the two final energies, then

R = C g (2N+1).

The same combination measures how far the lattice moves. Since aa† + a†a has the mean 2N+1 and the terms aa and a†a† have zero mean,

⟨u²⟩ = (ħ/2Mω)(2N+1).

Classical equipartition sets Mω²⟨u²⟩/2 = k_BT/2, so ⟨u²⟩ = k_BT/(Mω²) = (ħ/2Mω)(2/x). Equipartition for the summed rate is therefore the replacement of 2N+1 by 2/x: the electron is scattered by a lattice with the classical mean square displacement.

**Each process alone: a first-order error**

The probability of n phonons is (1−r)rⁿ with r = e^(−x). Summing n times this probability gives

N = r/(1−r) = 1/(e^x − 1),  N+1 = 1/(1−r),  N/(N+1) = e^(−x).

For small x, e^x − 1 = x(1 + x/2 + x²/6 + …). Inverting the bracket through second order,

1/(1 + x/2 + x²/6) = 1 − x/2 − x²/6 + x²/4 + … = 1 − x/2 + x²/12 + …,

so that

N = 1/x − 1/2 + x/12 + …
N+1 = 1/x + 1/2 + x/12 + ….

Absorption falls short of the classical number by about half a quantum, and emission exceeds it by about half a quantum. Relative to 1/x, these are errors of −x/2 and +x/2. In the channel x = 7.769/25.852 = 0.3005, so x/2 is 15.0 %. The common term x²/12 adds 0.75 % to both, which gives −14.3 % for absorption and +15.8 % for emission.

In the sum the half quanta cancel and the terms x/12 add:

2N+1 = 2/x + x/6 + … = (2/x)(1 + x²/12 + …).

This is the stated correction. The algebra shows that the linear terms cancel; the next two arguments show why they must.

**Why the linear term is absent**

The first argument uses symmetry. Continue the formula for N to negative x:

N(−x) = 1/(e^(−x) − 1) = −e^x/(e^x − 1) = −[N(x) + 1].

Changing the sign of the phonon energy exchanges absorption and emission, apart from an overall sign. Hence

2N(−x) + 1 = −2N(x) − 2 + 1 = −[2N(x) + 1].

The sum is odd in x. Its classical value 2/x is odd too, so their ratio is even and contains no term in x or x³. Neither N nor N+1 has this symmetry by itself.

The second argument uses the energy levels. They lie at (n+½)ħω, at the midpoints of cells of width ħω that fill the energy axis from zero. The classical partition function is an integral over energy; the quantum one replaces the integral over each cell by the value at its midpoint. The midpoint rule has no first-order error, because a linear variation across the cell averages to its central value.

This can be made quantitative. With ε = energy/k_BT, the integral of e^(−ε) over the cell centred at ε_n = (n+½)x is

e^(−ε_n)(e^(x/2) − e^(−x/2)) = 2 sinh(x/2) e^(−ε_n).

Adding all cells gives the integral of e^(−ε) from 0 to infinity, which is 1. So the partition function Z = Σ e^(−ε_n) is

Z = 1/[2 sinh(x/2)] = (1/x)(1 − x²/24 + …).

The mean oscillator energy in units of k_BT is −x d(ln Z)/dx. With ln Z = −ln x − x²/24 + …, this is

−x(−1/x − x/12 + …) = 1 + x²/12 + ….

The mean energy is also ħω(N+½). Therefore

ħω(N+½) = k_BT + (ħω)²/(12 k_BT) + ….

The 1/12 thus comes from the second-order error of the midpoint rule: this error is −x²/24 in Z, and the operation −x d/dx turns it into +x²/12 in the energy. The physical content of the cancellation is also visible: the excitation energy ħωN lies below k_BT by about ħω/2, and the zero-point energy fills that gap. The additional 1 in the emission weight, which is spontaneous emission, does the same for the summed rate.

A numerical diagonalization of the oscillator, thermally averaged at x = 0.3005, gives a mean energy of 3.3525 ħω and a mean square displacement of 3.3525 ħ/(Mω). Both agree with N+½ = 3.3525 from the level sum.

**The next term and a bound**

From N = r/(1−r), 2N+1 = (1+r)/(1−r). Multiplying numerator and denominator by e^(x/2) gives

2N+1 = coth(x/2).

Let y = x/2. The ratio of the sum to its classical value is then y coth y:

y cosh y / sinh y = (1 + y²/2 + y⁴/24 + …)/(1 + y²/6 + y⁴/120 + …).

Write the quotient as 1 + ay² + by⁴ + … and multiply back. The y² terms require a = 1/2 − 1/6 = 1/3. The y⁴ terms require b = 1/24 − 1/120 − a/6 = 1/30 − 1/18 = −1/45. Returning to x,

(2N+1)/(2/x) = 1 + x²/12 − x⁴/720 + ….

At x = 0.3005 the quadratic term is +0.753 % and the quartic term −0.001 %.

The quadratic term is also an upper bound for all x > 0. To see this, compare two power series, with n running from 1:

y cosh y − sinh y = Σ [2n/(2n+1)!] y^(2n+1)
(y²/3) sinh y = Σ [1/(3(2n−1)!)] y^(2n+1).

All coefficients are positive. The ratio of a coefficient in the first series to that in the second is 3(2n)!/(2n+1)! = 3/(2n+1), which is 1 for n = 1 and smaller afterwards. Hence the first series is positive and smaller than the second. Dividing by sinh y,

0 < y coth y − 1 < y²/3 = x²/12.

Equipartition thus always underestimates 2N+1, by less than x²/12 of the classical value. For x ≫ 1 the estimate is useless even so: 2N+1 tends to 1, the spontaneous emission alone, while 2/x tends to zero.

**Which phonons a channel electron meets**

In a channel, confinement helps to set the phonon energy. Take an infinitely deep well of width W, an electron in its lowest subband, and ω = vq with sound velocity v. The electron density across the well is

ρ(z) = (2/W) sin²(πz/W).

The squared deformation-potential coupling is proportional to q²/ω, and equipartition supplies another factor 1/ω. Since ω = vq, their product does not depend on q. What remains is |F(q_z)|², where F is the Fourier transform of ρ. By Parseval's theorem the mean square normal wave vector is

⟨q_z²⟩ = ∫(dρ/dz)² dz / ∫ρ² dz.

Here dρ/dz = (2π/W²) sin(2πz/W), whose square integrates to 2π²/W³. The denominator is (4/W²)(3W/8) = 3/(2W). Therefore

⟨q_z²⟩ = 4π²/(3W²).

In the plane, elastic scattering through an angle θ changes the wave vector by q_∥² = 2k²(1 − cos θ). All angles are equally weighted, so the mean is 2k². Since x is proportional to q, the averaged leading correction is

(1/12)(ħv/k_BT)² [2k² + 4π²/(3W²)].

For W = 3 nm, v = 9 km/s, an in-plane mass of 0.19 electron masses and an electron energy k_BT above the subband edge, k = 0.359 nm⁻¹. The root-mean-square components are

in plane: √2 × 0.359 = 0.508 nm⁻¹
normal: 2π/(√3 × 3 nm) = 1.209 nm⁻¹
total: √(0.508² + 1.209²) = 1.31 nm⁻¹.

The total gives the representative phonon energy ħvq = 7.77 meV used above. Confinement supplies about 85 % of the mean square wave vector, so a narrower well makes equipartition worse. Averaging the full function y coth y over all these phonons gives a correction of 0.750 %, against 0.752 % for the single representative phonon. The agreement is close because the correction is nearly quadratic in q and the representative phonon has the root-mean-square q. The estimates that follow also use this one fixed phonon energy, but there it is a simplification: where an error is linear in x, the mean wave vector counts, which is smaller than the root-mean-square one, so the single phonon overstates the error.

**Energy exchange with a smooth density of states**

So far the electron's energy change has been ignored in g. Suppose that g is smooth around E and expand:

g(E±ħω) = g ± ħω g′ + (ħω)² g″/2 ± ….

Inserting this in the rate,

R/C = (2N+1)g + [N − (N+1)]ħω g′ + (2N+1)(ħω)² g″/2 + …
= (2N+1)g − ħω g′ + (2N+1)(ħω)² g″/2 + ….

Divide by the classical value (2/x)g and use ħω = x k_BT. The relative correction becomes

x² [1/12 − k_BT g′/(2g) + (k_BT)² g″/(2g)].

It is still second order, for the same reason as before: changing the sign of ω exchanges the two terms of R and reverses the overall sign. But the new terms are of the same order as 1/12. The number 1/12 therefore belongs to the occupation factor. A rate inherits it when g is flat over the energy range ±ħω and the phonon energy and coupling are the same for absorption and emission, but in general not otherwise. For the channel phonons, with ω = vq, conservation of energy and momentum gives absorption and emission slightly different wave vectors. This adds a further second-order term of about −mv²/k_BT = −0.34 %, with m the in-plane mass. For the electron at k_BT above the edge the rate then lies about 0.37 % above the equipartition value, not 0.75 %, although g is flat.

For g proportional to √E, as in a bulk parabolic band, g′/g = 1/(2E) and g″/g = −1/(4E²). The bracket is

1/12 − k_BT/(4E) − (k_BT)²/(8E²).

At E = 2k_BT it equals 0.0833 − 0.1250 − 0.0313 = −0.073. A direct evaluation of the rate at x = 0.02 gives the same coefficient. Here equipartition slightly overestimates the rate, although it underestimates 2N+1. This holds for a fixed phonon energy; integrating over the phonons of a bulk crystal would change the coefficient again.

**The subband edge: where the cancellation can fail**

A single parabolic subband has a constant density of states above its edge and none below. For the fixed phonon energy, an electron with energy above ħω sees equal final densities, and the factor 2N+1 holds. An electron below ħω cannot emit. The step is not smooth, so the previous expansion does not cover it.

For non-degenerate electrons the distribution over e = E/k_BT is e^(−e), with E measured from the edge. Absorption contributes N, and emission contributes N+1 times the fraction e^(−x) of electrons above ħω. The mean rate factor is

N + (N+1)e^(−x) = 2N,

because N/(N+1) = e^(−x). This is detailed balance: in equilibrium the total emission equals the total absorption. Relative to 2/x the result is xN = 1 − x/2 + …, an error of first order. In the example it is −14.3 %, as large as the error of absorption alone.

Momentum loss is less affected. Let the distribution be slightly shifted along the field, so that its change is proportional to k_x e^(−e), with k_x the wave-vector component along the field. If scattering is isotropic, the scattered electrons carry no mean momentum, and the loss rate is the average of R weighted by k_x²e^(−e). Averaged over directions, this weight is proportional to e·e^(−e). Its integral from 0 to infinity is 1, and from x to infinity it is (1+x)e^(−x). The loss factor is then

N + (N+1)(1+x)e^(−x) = N(2+x).

Dividing by 2/x gives xN(1+x/2). The series xN = 1 − x/2 + x²/12 has no cubic term, since xN + x/2 is even. Multiplying out,

xN(1 + x/2) = 1 + x²(1/12 − 1/4) + x³/24 + … = 1 − x²/6 + x³/24 + ….

The electrons that cannot emit are slow and carry little momentum, which removes the first-order error. The remaining correction is −1.4 %. The cubic term shows that the edge has broken the even symmetry. The number holds for the assumed shift. In a steady field the electrons that cannot emit are scattered less often and are displaced further, so the mobility has a different second-order correction. The mobility averages 1/R with the weight e·e^(−e). The electrons below ħω hold a share x²/2 of this weight and scatter about half as often, which adds +x²/2; the others add −x²/12. The mobility thus rises by 5x²/12 at leading order, and by 4.2 % at x = 0.3005.

**Degenerate electrons**

At high sheet density, final states may be occupied. Let f₊ and f₋ be the occupations at E+ħω and E−ħω. In units of Cg, the net loss from a state with occupation f is

f[N(1−f₊) + (N+1)(1−f₋)] − (1−f)[(N+1)f₊ + N f₋].

For a small directional disturbance and isotropic scattering, f₊ and f₋ keep their equilibrium values. The relaxation factor is the derivative with respect to f:

N(1−f₊) + (N+1)(1−f₋) + (N+1)f₊ + N f₋ = 2N + 1 + f₊ − f₋.

At the Fermi level, f₊ − f₋ = 1/(e^x+1) − 1/(e^(−x)+1) = −tanh(x/2). The factor becomes

coth(x/2) − tanh(x/2) = 2/sinh x = (2/x)(1 − x²/6 + …).

For a sheet density of 10¹³ cm⁻² in two equivalent valleys, the Fermi level lies 61 meV above the subband edge, far enough for emission to be possible. The correction there is −1.5 %: again second order, but negative. This keeps the phonon energy fixed. An electron at the Fermi level is faster than the one used to find that energy and meets somewhat more energetic phonons, which changes the correction to about −1.8 %. Away from the Fermi level f₊ − f₋ is smaller in size, so the correction is less negative there and can become positive.

**Temperature**

With the phonon energy fixed at 7.77 meV, x varies as 1/T. At 400 K the error of equipartition for 2N+1, relative to 2/x, is 0.42 %. It reaches 10 % at about 82 K. At 77 K, where x = 1.17, it is 11.2 %, and x²/12 still predicts 11.4 %. At 20 K, where x = 4.5, the true sum exceeds the classical value by 130 %, and x²/12 gives 169 %: neither equipartition nor its first correction is usable.

**Comparison with a real channel**

The width, masses, velocity and density are rough typical values for a thin (001) silicon channel at room temperature. The longitudinal sound velocity is about 8.4 km/s along [001] and 9.1 km/s along [110]; weighted over these phonons it is about 8.7 km/s, which lowers x² by about 6 %. For such a channel the occupation factor alone would justify equipartition to within one percent. The assumption that matters more is elasticity. For the representative phonon, with blocked emission included, the mean scattering rate of non-degenerate electrons lies 14 % below the elastic equipartition value, but their momentum-loss rate, for the slightly shifted distribution assumed above, only 1.4 % below it. Taken over all phonons with ω = vq, with energy and momentum conserved, these two figures become about 11 % and 1.5 %. Neither is the error in the mobility, which requires the distribution that a steady field produces; for the representative phonon the mobility lies about 4 % above its equipartition value.

The single-subband picture is also approximate. With a confinement mass of 0.92, the second subband lies 136 meV above the first, and the valleys with the other orientation lie 175 meV above it. These hard-wall gaps are 5.3 and 6.8 k_BT, which would leave both sparsely filled at low density. The valley gap is sensitive to the wall: a barrier of 3.1 eV with a barrier mass of 0.5 lowers the two gaps to about 122 and 96 meV, and the other valleys, with 4.4 times the density of states, then hold about a tenth of the electrons even at low density. At 10¹³ cm⁻² the Fermi level is only about 76 meV below the second subband, and some occupation must be expected. Real walls are not infinitely high, and a gate field distorts the well and ρ(z), which changes both ⟨q_z²⟩ and the subband gaps. The phonons were taken as bulk sound waves with ω = vq; in a film this thin the acoustic modes are themselves modified by the surfaces and the surrounding material. Optical and intervalley phonons with energies comparable to or above k_BT need their full occupation numbers and energy exchange. The numerical output below lists the values used here.

Values computed for the example and the checks

```
x^2 coefficient from level sum: 0.083330; 1/12 = 0.083333
x^4 coefficient from level sum: -0.001388; -1/720 = -0.001389
slope of absorption error at x = 0.05: -0.4958
slope of emission error at x = 0.05: 0.5042
sqrt(E) states, E = 2 kT, x = 0.02:
  x^2 coefficient, numeric: -0.07292
  x^2 coefficient, formula: -0.07292
temperature: 300 K
channel width: 3.0 nm
in-plane mass: 0.19 electron masses
confinement mass: 0.92 electron masses
sound velocity: 9.0 km/s
thermal energy kT = electron energy: 25.852 meV
electron wave vector: 0.3591 1/nm
rms in-plane phonon wave vector: 0.5078 1/nm
rms normal phonon wave vector: 1.2092 1/nm
rms total phonon wave vector: 1.3115 1/nm
representative phonon energy: 7.769 meV
x: 0.3005; x^2: 0.09031
equipartition number 1/x: 3.3275
N: 2.8525; N+1: 3.8525
absorption deficit 1/x - N: 0.4750 quanta
emission surplus N+1 - 1/x: 0.5250 quanta
2/x: 6.6550; 2N+1: 6.7051
N relative to 1/x: -14.27 %
N+1 relative to 1/x: +15.78 %
2N+1 relative to 2/x: +0.7515 %
x^2/12: +0.7526 %
-x^4/720: -0.00113 %
average over channel phonons, elastic: +0.7499 %
oscillator variance, diagonalized: 3.352527 hbar/(M omega)
oscillator energy, diagonalized: 3.352527 hbar omega
N + 1/2 from level sum: 3.352527
subband edge, Maxwell mean rate: -14.27 %
subband edge, momentum-loss rate: -1.393 %
-x^2/6 + x^3/24: -1.392 %
sheet density: 1.0e+13 1/cm2
Fermi level above subband: 60.63 meV = 2.345 kT
degenerate, at Fermi level: -1.49 %
-x^2/6: -1.51 %
gap to second subband: 136.2 meV = 5.27 kT
gap to other valleys: 174.5 meV = 6.75 kT
same phonon energy at other temperatures:
  400 K: x = 0.225, error 0.42 %, x^2/12 = 0.42 %
  77 K: x = 1.171, error 11.17 %, x^2/12 = 11.42 %
  20 K: x = 4.508, error 130.42 %, x^2/12 = 169.34 %
summed error reaches 10 % at x = 1.106, T = 81.5 K
```
